# p and d levels with spin in Td and Oh

## Problem

An atom sits at a site of symmetry $T_d$ or $O_h$ in a nonmagnetic crystal whose point group is that same group, so that a $T_d$ site here means a crystal without inversion. Its $p$ and $d$ shells are combined with spin one half.

(a) Into which double-group representations do the levels fall at $\mathbf k=0$?

(b) How do they split for $\mathbf k$ along $\Delta$ ($[001]$) and $\Lambda$ ($[111]$)?

(c) Evaluate the $p$ levels in a small model with and without inversion symmetry, and the $d$ levels at $\mathbf k=0$.

Representations at $\mathbf k=0$ carry Koster's labels $\Gamma_i$; in $O_h$ a superscript gives the parity. Inversion $I$ acts as $+1$ on spin. Only degeneracies required by symmetry are counted, not accidental crossings.

## A tempting solution

Spin-orbit coupling splits $p$ into $j=1/2$ and $j=3/2$. In $T_d$ these are $\Gamma_7$ and $\Gamma_8$. The group $O_h$ is $T_d$ with inversion added, and $p$ functions are odd, so in $O_h$ the levels must be $\Gamma_7^-$ and $\Gamma_8^-$. Away from $\mathbf k=0$, time reversal keeps every level of an electron doubly degenerate. The fourfold $\Gamma_8$ therefore splits into two doublets along either line, in either group.

The $T_d$ assignment is right. Two later statements are wrong.

**The parity argument.** A fourfold rotation $C_4$ belongs to $O_h$ but not to $T_d$, which contains $S_4=I\,C_4$ instead (up to the sense of rotation). On the odd $j=1/2$ doublet, $C_4$ has trace $2\cos(\pi/4)=+\sqrt2$, whereas $S_4$ has trace $-\sqrt2$. The label 6 or 7 is fixed by this sign, taken on $S_4$ in $T_d$ and on $C_4$ in $O_h$. For this odd doublet the two signs differ, so its label changes from 7 to 6. On the fourfold level both traces vanish, and it remains $\Gamma_8$.

**The time-reversal argument.** Time reversal $T$ carries a state at $\mathbf k$ to one at $-\mathbf k$. It forces a degeneracy at the same $\mathbf k$ only when combined with a spatial operation that brings $-\mathbf k$ back to $\mathbf k$. Here "back to $\mathbf k$" is meant up to a reciprocal-lattice vector. Such an operation need not exist.

## Reduction in Td

A rotation by $\theta$ has spin trace $2\cos(\theta/2)$. An improper operation has the spin trace of its proper part, because $I$ does nothing to spin. The double group also contains each operation followed by a $2\pi$ rotation, which reverses the sign of every spinor character. Products of two spinor characters are unchanged by this, so averages may be taken over the 24 ordinary operations, with $0\le\theta\le\pi$.

The classes, in order, are $E$, $8C_3$, $3C_2$, $6S_4$, $6\sigma_d$. The ordinary representations needed are

$$A_2:(1,1,1,-1,-1),\qquad E:(2,-1,2,0,0),\qquad T_2:(3,0,-1,-1,1).$$

The spin itself is $\Gamma_6$. Multiplying it by $A_2$ and by $E$ gives

$$\Gamma_6:(2,1,0,\sqrt2,0),\quad \Gamma_7:(2,1,0,-\sqrt2,0),\quad \Gamma_8:(4,-1,0,0,0).$$

These are irreducible, since their squared characters average to one: $(4+8+12)/24=1$ for $\Gamma_6$ and $\Gamma_7$, and $(16+8)/24=1$ for $\Gamma_8$. They are also complete. The squared dimensions of all representations of the double group add to 48; the ordinary ones use 24, and $2^2+2^2+4^2=24$ accounts for the rest.

The $p$ functions transform as a vector, whose traces are those of $T_2$. Multiplication by the spin characters gives

$$p\otimes\text{spin}:(6,0,0,-\sqrt2,0).$$

The multiplicities follow from the class-weighted products:

$$n_6=\frac{12-12}{24}=0,\qquad n_7=\frac{12+12}{24}=1,\qquad n_8=\frac{24}{24}=1.$$

Hence $p\to\Gamma_7+\Gamma_8$ in $T_d$.

The $d$ functions are the traceless symmetric products of vector components, so $\chi_d(g)=\tfrac12[\chi_p(g)^2+\chi_p(g^2)]-1$. This gives $(5,-1,1,-1,1)$, which is $E+T_2$. With spin the characters are $(10,-1,0,-\sqrt2,0)$, and

$$n_6=\frac{20-8-12}{24}=0,\quad n_7=\frac{20-8+12}{24}=1,\quad n_8=\frac{40+8}{24}=2.$$

Hence $d\to\Gamma_7+2\Gamma_8$. One $\Gamma_8$ comes from $E\otimes\Gamma_6$; the other accompanies $\Gamma_7$ in $T_2\otimes\Gamma_6$.

## Reduction in Oh

Since $O_h$ consists of the proper cubic rotations and their products with $I$, it suffices to reduce under the rotations and attach the parity. The classes are now $E$, $8C_3$, $3C_2$, $6C_4$, $6C_2'$. The spinor characters are the same rows as before, with $C_4$ in place of $S_4$.

The trace of $C_4$ on $p$ is $1+2\cos90^\circ=+1$, and on $d$ it is $1+2\cos90^\circ+2\cos180^\circ=-1$. With spin,

$$p:(6,0,0,+\sqrt2,0),\qquad d:(10,-1,0,-\sqrt2,0).$$

The first row has $n_6=(12+12)/24=1$, $n_7=0$ and $n_8=1$; the second repeats the $T_d$ result. With parity,

$$p\to\Gamma_6^-+\Gamma_8^-,\qquad d\to\Gamma_7^++2\Gamma_8^+ .$$

The pair $\Gamma_7^++\Gamma_8^+$ can nevertheless arise from $p$ orbitals when there are two atoms per cell, as in the diamond structure. Operations of $O_h$ outside $T_d$ then exchange atoms $A$ and $B$; the accompanying fractional translation has no phase at $\mathbf k=0$. The combination $p_A-p_B$ acquires an extra $-1$ under each exchange. Inversion gives $(-1)(-1)=+1$, so the combination is even. The trace of $C_4$ with spin becomes $-\sqrt2$, which selects $\Gamma_7^++\Gamma_8^+$. The sum $p_A+p_B$ has no extra sign and behaves as an atomic $p$ shell.

## Splitting along the two lines

**$\Delta$ in $T_d$.** The operations preserving $k_z$ are $E$, $C_2$ and two mirrors. The spin characters are $(2,0,0,0)$, with norm $4/4=1$. Since $2^2$ equals the number of operations, this is the only spinor representation, $\Delta_5$. Counting dimensions,

$$\Gamma_6,\Gamma_7\to\Delta_5,\qquad \Gamma_8\to2\Delta_5 .$$

**$\Delta$ in $O_h$.** The group has eight operations, including $C_4$. Its two spinor doublets have $C_4$ traces $+\sqrt2$ ($\Delta_6$) and $-\sqrt2$ ($\Delta_7$). Reading off the $C_4$ column,

$$\Gamma_6^\pm\to\Delta_6,\qquad\Gamma_7^\pm\to\Delta_7,\qquad\Gamma_8^\pm\to\Delta_6+\Delta_7 .$$

Thus $p$ gives $2\Delta_6+\Delta_7$ and $d$ gives $2\Delta_6+3\Delta_7$.

**$\Lambda$ in both groups.** The operations are $E$, $2C_3$ and three mirrors. The spin characters $(2,1,0)$ define $\Lambda_6$, with norm $(4+2)/6=1$. The squared dimensions must add to six, which leaves two one-dimensional representations, $\Lambda_4$ and $\Lambda_5$. They have $-1$ on $C_3$, like angular momentum $\pm3/2$ about the axis. A mirror squares to a $2\pi$ rotation on spin, so its character is $-i$ in one and $+i$ in the other. For $\Gamma_8$, with characters $(4,-1,0)$, the number of $\Lambda_6$ is $(8-2)/6=1$. The remainder $(2,-2,0)$ is $\Lambda_4+\Lambda_5$:

$$\Gamma_6,\Gamma_7\to\Lambda_6,\qquad \Gamma_8\to\Lambda_4+\Lambda_5+\Lambda_6 .$$

Thus $p$ gives $\Lambda_4+\Lambda_5+2\Lambda_6$, and $d$ gives $2\Lambda_4+2\Lambda_5+3\Lambda_6$.

**Time reversal.** In $O_h$ the product $\Theta=TI$ preserves every $\mathbf k$ and satisfies $\Theta^2=T^2I^2=-1$. A state and its partner under $\Theta$ are therefore orthogonal and degenerate. Because $\Theta$ is antiunitary and commutes with the spatial operations, it conjugates the mirror character and turns $\Lambda_4$ into $\Lambda_5$. These two stay together.

In $T_d$, the vector $(1,1,1)$ is taken only to vectors with an even number of minus signs. It never reaches $(-1,-1,-1)$, so inside the zone nothing ties $\Lambda_4$ to $\Lambda_5$ at the same $\mathbf k$. At the zone-boundary end of the line (the point L of an fcc lattice), $-\mathbf k$ differs from $\mathbf k$ by a reciprocal-lattice vector, and time reversal alone joins the two again. On $\Delta$, operations reversing $k_z$ do exist in $T_d$, but $\Delta_5$ is already a doublet.

Wigner's index summarizes this:

$$W=-\frac1{|G_k|}\sum_{g\mathbf k=-\mathbf k}\chi(g^2).$$

Here $|G_k|$ is the number of operations preserving $\mathbf k$. The index applies only when some operation takes $\mathbf k$ to $-\mathbf k$; on the interior of $\Lambda$ in $T_d$ there is none, the sum is empty, and time reversal imposes no degeneracy at the same $\mathbf k$. $W=1$ means no extra degeneracy, $W=0$ means pairing with a different representation, and $W=-1$, which does not occur on these lines, would mean pairing with a second copy of the same one. On $\Lambda$ in $O_h$, write $g=Ih$, so that $g^2=h^2$. For $\Lambda_4$ the identity, the two $C_3$ and the three mirrors contribute $1+2-3=0$, so $W=0$. For $\Lambda_6$ they contribute $2-2-6=-6$, so $W=1$. On $\Delta$ in $T_d$, two $C_2$ rotations contribute $-2$ each and the two $S_4$ contribute zero, so $W=-(-4)/4=1$.

The degeneracies were tested separately, without characters, by diagonalizing random Hermitian matrices averaged over the unitary and antiunitary symmetries.

## A model for the p shell

Near $\mathbf k=0$, to second order in $k$ in the orbital part, take

$$H_{ab}^{\rm orb}=\delta_{ab}\,[Lk_a^2+M(k^2-k_a^2)]+(1-\delta_{ab})Nk_ak_b,$$

and add the spin-orbit term $\lambda\,\mathbf L\cdot\boldsymbol\sigma$. The scalar $L$ is a band parameter; $\mathbf L$ is orbital angular momentum in units of $\hbar$. Since $\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34$, its values are $1$ for $j=3/2$ and $-2$ for $j=1/2$. The splitting at $\mathbf k=0$ is $\Delta_{\rm so}=3\lambda$.

Without inversion, symmetry allows two independent terms linear in $\mathbf k$ in this shell. One is enough to show the splitting, and only that one is kept:

$$V=C\sum_a k_a\sigma_a(L_b^2-L_c^2),\qquad (a,b,c)\ \text{cyclic}.$$

Cyclic rotations permute its terms, and twofold rotations reverse $k_a$ and $\sigma_a$ together. The mirror $x\leftrightarrow y$ sends $\sigma_x\to-\sigma_y$ and $L_y^2-L_z^2\to-(L_z^2-L_x^2)$, so the $x$ term becomes the $y$ term. It also leaves the $z$ term unchanged. Thus $V$ is allowed in $T_d$. Inversion reverses only $\mathbf k$ and forbids $V$ in $O_h$. Time reversal flips both $\mathbf k$ and $\boldsymbol\sigma$ and allows it.

**With inversion, $C=0$.** Let $e_l$ and $e_t$ be the orbital energies for $p$ functions parallel and transverse to $\mathbf k$. On $\Delta$ they are $Lk^2$ and $Mk^2$. On $\Lambda$ each $k_a^2=k^2/3$. The orbital matrix then has diagonal $(L+2M)k^2/3$ and off-diagonal $Nk^2/3$, so

$$e_l=\frac{(L+2M+2N)k^2}{3},\qquad e_t=\frac{(L+2M-N)k^2}{3}.$$

Quantize along $\mathbf k$, with orbital states $|0\rangle,|{\pm1}\rangle$, and use $\mathbf L\cdot\boldsymbol\sigma=L_n\sigma_n+L_+s_-+L_-s_+$. The states $|{+1}\uparrow\rangle$ and $|{-1}\downarrow\rangle$ have energy $e_t+\lambda$. The states $|0\uparrow\rangle,|{+1}\downarrow\rangle$ form the block

$$\begin{pmatrix}e_l&\sqrt2\lambda\\ \sqrt2\lambda&e_t-\lambda\end{pmatrix},\qquad
E_\pm=\frac{e_l+e_t-\lambda}{2}\pm\sqrt{\frac{(e_l-e_t+\lambda)^2}{4}+2\lambda^2},$$

and the spin-reversed states repeat it.

**Without inversion, on $\Lambda$.** Here $L_b^2-L_c^2=|c\rangle\langle c|-|b\rangle\langle b|$. Number $x,y,z$ as $a=0,1,2$ and let $\omega=e^{2\pi i/3}$. Up to phases, $|{\pm1}\rangle$ have components $\omega^{\pm a}/\sqrt3$. All components of $|0\rangle$ and $|{\pm1}\rangle$ have equal magnitude, so the diagonal elements of $V$ vanish. With suitable transverse axes, $\langle\uparrow|\sigma_a|\downarrow\rangle=\sqrt{2/3}\,\omega^{-a}$, while

$$\langle{+1}|(L_b^2-L_c^2)|{-1}\rangle=\frac{\omega^a(\omega^2-\omega)}3=-\frac{i\omega^a}{\sqrt3}.$$

The phases cancel in the sum over $a$:

$$\langle{+1}\uparrow|V|{-1}\downarrow\rangle=\frac{Ck}{\sqrt3}\cdot3\cdot\sqrt{\frac23}\cdot\frac{-i}{\sqrt3}=-i\sqrt{\frac23}\,Ck .$$

$\Lambda_4$ and $\Lambda_5$ each occur once in the $p$ shell, so they mix with nothing else, and within this model

$$E_{4,5}=e_t+\lambda\pm\sqrt{\tfrac23}\,Ck .$$

In the $\Lambda_6$ block, the phase fixed by $L_+|0\rangle=\sqrt2|{+1}\rangle$ gives $|{+1}\rangle$ components $-\omega^a/\sqrt3$. The same sum yields $\langle0\uparrow|V|{+1}\downarrow\rangle=i\sqrt{2/3}\,Ck$. This is imaginary while the spin-orbit coupling is real, so the squared coupling is $2(\lambda^2+C^2k^2/3)$.

**Without inversion, on $\Delta$.** Now $V=Ck\,\sigma_z(|y\rangle\langle y|-|x\rangle\langle x|)$ couples $|{+1}\uparrow\rangle$ to $|{-1}\uparrow\rangle$ with element $Ck$. With $|0\downarrow\rangle$ as third state, the block is

$$\begin{pmatrix}e_t+\lambda&Ck&0\\Ck&e_t-\lambda&\sqrt2\lambda\\0&\sqrt2\lambda&e_l\end{pmatrix}.$$

The spin-reversed block has $-Ck$. Reversing the sign of its first basis state restores the same matrix, so all levels remain doublets.

**The limit of small $k$.** When $Ck$ dominates the quadratic terms but is small compared with $\lambda$, $\Gamma_8$ splits linearly. On $\Lambda$ the singlets lie at $\lambda\pm\sqrt{2/3}\,Ck$ and the $\Lambda_6$ doublet has no linear shift. On $\Delta$, the $j=3/2$, $m=-1/2$ state contains $|{-1}\uparrow\rangle$ with amplitude $1/\sqrt3$. Its coupling to $m=3/2$ is $Ck/\sqrt3$, giving doublets at $\lambda\pm Ck/\sqrt3$.

## Numbers for the p shell

Take $L,M,N=-20,-5,-24$ eV Å$^2$, $\Delta_{\rm so}=0.30$ eV and $k=0.10$ Å$^{-1}$. These are round parameters, not those of a material. Then $\lambda=0.10$ eV, and the levels at $\mathbf k=0$ are $-0.20$ eV (twofold) and $0.10$ eV (fourfold).

On $\Delta$, $e_l=-20(0.01)=-0.20$ eV and $e_t=-0.05$ eV. With inversion the outer doublet, $\Delta_7$, is at $-0.05+0.10=0.05$ eV. The two $\Delta_6$ levels are

$$-0.175\pm\sqrt{0.025^2+0.02}=-0.3186,\ -0.0314\ \text{eV}.$$

On $\Lambda$, $e_l=-26(0.01)=-0.26$ eV and $e_t=-0.02$ eV. The joined pair $\Lambda_4+\Lambda_5$ lies at $0.08$ eV, and the $\Lambda_6$ levels are

$$-0.19\pm\sqrt{0.07^2+0.02}=-0.3478,\ -0.0322\ \text{eV}.$$

Now remove inversion with $C=0.10$ eV Å, so $Ck=0.010$ eV. On $\Lambda$ the pair separates by $2\sqrt{2/3}\,(0.010)=0.0163$ eV, or $16.3$ meV, into singlets at $0.0718$ and $0.0882$ eV. This size is set by the chosen $C$ alone; the second linear term, and odd terms of higher order in $k$, would also contribute in a crystal. The $\Lambda_6$ levels move by only about $0.2$ meV, because there $C$ enters through its square. At $-\mathbf k$ the singlet energies are the same but their labels are exchanged: this is the degeneracy that time reversal does guarantee.

On $\Delta$ the three levels become $-0.3187$, $-0.0321$ and $0.0508$ eV, all still doublets. The upper one rises by about $0.8$ meV. Second-order perturbation theory in $Ck$ gives the same size:

$$\frac{(Ck)^2(E-e_l)}{(E-e_l)(E-e_t+\lambda)-2\lambda^2}=\frac{10^{-4}\times0.25}{0.25\times0.20-0.02}\approx8\times10^{-4}\ \text{eV},$$

with $E=0.05$ eV.

## The d shell at k = 0

Let the $e$ orbitals lie $D$ above $t_2$, and add $\zeta\,\mathbf L\cdot\mathbf S$ within the $d$ shell. For $D=0$ the levels are $\zeta$ ($j=5/2$) and $-\tfrac32\zeta$ ($j=3/2$). The latter is fourfold and even, a complete $\Gamma_8$, so $\Gamma_7$ belongs to $j=5/2$. It occurs once and lies wholly in $t_2$, where the cubic term vanishes. Its energy is therefore $\zeta$ for every $D$.

For the two $\Gamma_8$ levels, $\mathbf L$ has no elements within $e$, because $E\otimes E=A_1+A_2+E$ lacks the representation $T_1$ of $\mathbf L$. The block is thus

$$\begin{pmatrix}t&v\\v&D+0\end{pmatrix}.$$

At $D=0$ its trace must be $\zeta-\tfrac32\zeta$, so $t=-\zeta/2$. Its determinant must be $-\tfrac32\zeta^2=-v^2$, so $|v|=\sqrt{3/2}\,\zeta$. Therefore

$$E_\pm=\frac{D-\zeta/2}{2}\pm\sqrt{\frac{(D+\zeta/2)^2}{4}+\frac32\zeta^2}.$$

For $D=1.0$ eV and $\zeta=0.10$ eV,

$$E_\pm=0.475\pm\sqrt{0.525^2+0.015}=1.014,\ -0.064\ \text{eV},$$

with $\Gamma_7$ between them at $0.100$ eV. For $D\gg\zeta>0$ the $t_2$ shell has $\Gamma_8$ at $-\zeta/2$ below $\Gamma_7$ at $\zeta$, the reverse of the $p$-shell order in $T_d$.

At a tetrahedral site $D$ is usually negative; the formula still applies, and for $\zeta>0$ both $\Gamma_8$ levels then lie below $\Gamma_7$. The same labels serve in $T_d$, but there $p$ and $t_2$ of $d$ share the representation $T_2$ and may mix. The reductions survive that mixing; the energies of this isolated-shell model do not. The numerical output lists the characters, line decompositions and levels.

## Values computed for the example and the checks

```
Td characters (dimensionless), classes E, C3, C2, S4, mirror:
  G6          2.0000   1.0000   0.0000   1.4142   0.0000
  G7          2.0000   1.0000   0.0000  -1.4142   0.0000
  G8          4.0000  -1.0000   0.0000   0.0000   0.0000
  p x spin    6.0000   0.0000   0.0000  -1.4142   0.0000
  d x spin   10.0000  -1.0000   0.0000  -1.4142   0.0000
Td p x spin: Gamma G7 + G8; Delta 3 D5; Lambda L4 + L5 + 2 L6
Td d x spin: Gamma G7 + 2 G8; Delta 5 D5; Lambda 2 L4 + 2 L5 + 3 L6
Oh p x spin: Gamma G6- + G8-; Delta 2 D6 + D7; Lambda L4 + L5 + 2 L6
Oh d x spin: Gamma G7+ + 2 G8+; Delta 2 D6 + 3 D7; Lambda 2 L4 + 2 L5 + 3 L6
Diamond, both p shells: G7+ + G8+ + G6- + G8-
Diamond, p_A - p_B only: G7+ + G8+
Td, line D: G6, G7, G8 -> D5; D5; 2 D5
Td, line L: G6, G7, G8 -> L6; L6; L4 + L5 + L6
Oh, line D: G6, G7, G8 -> D6; D7; D6 + D7
Oh, line L: G6, G7, G8 -> L6; L6; L4 + L5 + L6
Td line D: W = {'D5': 1}; degeneracies p [2, 2, 2], d [2, 2, 2, 2, 2]
Td line L: W = None; degeneracies p [1, 1, 2, 2], d [1, 1, 1, 1, 2, 2, 2]
Oh line D: W = {'D6': 1, 'D7': 1}; degeneracies p [2, 2, 2], d [2, 2, 2, 2, 2]
Oh line L: W = {'L4': 0, 'L5': 0, 'L6': 1}; degeneracies p [2, 2, 2], d [2, 2, 2, 2, 2]
Model: L, M, N = -20, -5, -24 eV A^2; Dso = 0.30 eV
  lambda = 0.10 eV; C(Td) = 0.10 eV A; k = 0.10 1/A
Oh Gamma, eV: -0.20000 (2x G6-); 0.10000 (4x G8-)
Td Gamma, eV: -0.20000 (2x G7); 0.10000 (4x G8)
Line D: e_l = -0.2000 eV, e_t = -0.0500 eV
  Oh, eV: -0.31861 (2x D6); -0.03139 (2x D6); 0.05000 (2x D7)
  Td, eV: -0.31873 (2x D5); -0.03210 (2x D5); 0.05083 (2x D5)
Line L: e_l = -0.2600 eV, e_t = -0.0200 eV
  Oh, eV: -0.34780 (2x L6); -0.03220 (2x L6); 0.08000 (2x L4 + L5)
  Td, eV: -0.34801 (2x L6); -0.03199 (2x L6); 0.07184 (1x L5); 0.08816 (1x L4)
Td Lambda: L4-L5 splitting = 16.330 meV
Td Lambda, lower/upper singlet at +k: L5 L4 | at -k: L4 L5
d shell: D = 1.00 eV, zeta = 0.10 eV, e-t2 coupling = 0.12247 eV
d levels in Oh, eV: -0.06410 (4x G8+); 0.10000 (2x G7+); 1.01410 (4x G8+)
```
